# Two-Dimensional Coulomb Kernel at a Semiconductor Interface under a Metal Gate

A charged trap at the interface between a transistor channel and its gate dielectric scatters the channel electrons. The metal gate a few nanometres away weakens the trap's potential, and so do the channel electrons themselves. This problem finds both effects for an idealized stack and then asks how far a real stack departs from it.

**Setting.** The semiconductor, relative permittivity $k_s$, fills $z>0$. The dielectric, relative permittivity $k_o$, fills $-t<z<0$. An ideal metal held at fixed potential fills $z<-t$. The interfaces are flat, the semiconductor is deep, and both materials respond statically, linearly and locally. The symbol $\phi$ denotes the change of potential caused by an added charge, so $\phi=0$ at the metal surface and $\phi\to0$ deep in the semiconductor. With $\mathbf r$ in the plane,

$$\phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi_q(z),\qquad q=|\mathbf q|>0 .$$

Here $e>0$ is the elementary charge. Formulas are in SI form, and numbers use nm, V and eV, in which $\varepsilon_0=0.05526\ e/(\mathrm{V\,nm})$.

## (a) The kernel

**Question.** A charge $+e$ sits on the interface at $\mathbf r=0$. Find $U(q)=\phi_q(0)$.

**Solution.** In each uniform region Poisson's equation without charge is $\nabla^2\phi=0$. The in-plane derivatives bring down $-q^2$, so

$$\phi_q''(z)-q^2\phi_q(z)=0 .$$

The solutions are combinations of $e^{qz}$ and $e^{-qz}$. Decay in the semiconductor, a zero at $z=-t$ and continuity at $z=0$ give

$$\phi_q=A\,e^{-qz}\ (z\ge0),\qquad \phi_q=A\,\frac{\sinh[q(z+t)]}{\sinh(qt)}\ (-t\le z\le0).$$

The charge density $e\,\delta^2(\mathbf r)\,\delta(z)$ has in-plane transform $e\,\delta(z)$. By Gauss's law the normal displacement $-\varepsilon_0k\,\phi_q'$ therefore jumps upward by $e$ at $z=0$. Just above the interface it is $+\varepsilon_0k_sqA$; just below it is $-\varepsilon_0k_oqA\coth(qt)$. Hence

$$\varepsilon_0qA\,[k_s+k_o\coth(qt)]=e,$$

$$\boxed{U(q)=\frac{e}{\varepsilon_0\,q\,[k_s+k_o\coth(qt)]}}$$

The two terms in the bracket are the two sides' shares of the field flux. Since $\coth(qt)>1$, the gate lowers the kernel at every $q$. An electron's potential energy is $-e$ times the potential.

## (b) Charges away from the interface

**Question.** Find the potential at $z\ge0$ when the charge lies (i) at $z'>0$ in the semiconductor, (ii) at depth $d<t$ inside the dielectric.

**Solution.** (i) In a uniform semiconductor the answer would be $Ce^{-q|z-z'|}$. Its slope jumps by $-2qC$ at $z'$, and Gauss's law requires $2\varepsilon_0k_sqC=e$, so $C=e/(2\varepsilon_0k_sq)$. The interface adds a decaying solution:

$$G(z,z')=C\left[e^{-q|z-z'|}+R\,e^{-q(z+z')}\right].$$

At $z=0^+$ the potential is $Ce^{-qz'}(1+R)$ and its slope is $qCe^{-qz'}(1-R)$. In the dielectric the slope at the interface is $q\coth(qt)$ times the potential, as in (a). There is no charge on the interface now, so the displacement is continuous:

$$k_s(1-R)=k_o\coth(qt)\,(1+R)\;\Rightarrow\; R=\frac{k_s-k_o\coth(qt)}{k_s+k_o\coth(qt)} .$$

Since $1+R=2k_s/[k_s+k_o\coth(qt)]$, setting $z=z'=0$ gives $C(1+R)=U$, as it must.

(ii) Let $\phi_1$ and $\phi_2$ be the responses to charges at $z_1$ and $z_2$. They obey $-(\varepsilon\phi_i')'+\varepsilon q^2\phi_i=e\,\delta(z-z_i)$, with $\varepsilon=\varepsilon_0k(z)$. Multiply the first equation by $\phi_2$, the second by $\phi_1$, subtract and integrate from the gate to infinity:

$$e\,[\phi_2(z_1)-\phi_1(z_2)]=\big[\varepsilon(\phi_1\phi_2'-\phi_2\phi_1')\big]_{-t}^{\infty}=0,$$

because both potentials vanish at both ends. Source and observer can thus be exchanged. A source at $z\ge0$ produces $U(q)e^{-qz}$ at the interface, by (i), and the dielectric solution carries this to $-d$. Therefore a charge at depth $d$ produces at $z$

$$U(q)\,e^{-qz}\,\frac{\sinh[q(t-d)]}{\sinh(qt)} .$$

A numerical solution of Poisson's equation on a grid tested (a) and (b) for $k_s=12$, $k_o=4$ and $20$, $t=1$ and $3$ nm, $q=0.1$, $0.4$ and $1.5\ \mathrm{nm^{-1}}$, with charges at $z=0$, $1.2$ and $-0.4$ nm. The largest deviation, relative to the formulas, was $3.0\times10^{-5}$.

## (c) Short and long waves

**Question.** Find $U$ for $qt\gg1$ and for $qt\ll1$, and interpret both.

**Solution.** For $qt\gg1$, $\coth(qt)\to1$ and

$$U\to V(q)=\frac{e}{\varepsilon_0q(k_s+k_o)} .$$

This is the kernel when there is no metal and the dielectric fills all of $z<0$; "ungated" and "without the gate" have this meaning below. The gate drops out here because the field of a short wave dies out before it reaches the metal.

For $qt\ll1$, $\coth(qt)=1/(qt)+qt/3+\dots$, so $q[k_s+k_o\coth(qt)]=k_o/t+k_sq+O(q^2)$. Inverting, when $k_sqt/k_o$ is also small,

$$U=\frac{e}{\varepsilon_0}\left[\frac{t}{k_o}-\frac{k_st^2}{k_o^2}\,q+O(q^2)\right].$$

The first term is the parallel-plate result: a uniform sheet charge $\sigma$ raises the interface potential by $\sigma t/(\varepsilon_0k_o)$. The gate thus removes the $1/q$ divergence of $V$.

## (d) The potential in real space

**Question.** Find $\phi(r)$ in the interface plane and its form at large $r$.

**Solution.** Put $x=e^{-2qt}$ and $\lambda=(k_s-k_o)/(k_s+k_o)$, so that $|\lambda|<1$. With $\coth(qt)=(1+x)/(1-x)$,

$$k_s+k_o\coth(qt)=\frac{(k_s+k_o)-(k_s-k_o)x}{1-x}=(k_s+k_o)\frac{1-\lambda x}{1-x}.$$

The inverse needs

$$\frac{1-x}{1-\lambda x}=(1-x)\sum_{n\ge0}\lambda^nx^n=1-(1-\lambda)\sum_{n\ge1}\lambda^{n-1}x^n ,$$

since the coefficient of $x^n$ is $\lambda^n-\lambda^{n-1}$. The angular integral over $\mathbf q$ gives $\phi(r)=\frac1{2\pi}\int_0^\infty q\,J_0(qr)\,U(q)\,dq$. The factor $q$ cancels the $1/q$ in $U$, which leaves integrals of $J_0(qr)e^{-qa}$ with $a=2nt$. Write $J_0(qr)$ as the average of $e^{iqr\cos\theta}$ over $\theta$ and integrate over $q$ first:

$$\int_0^\infty J_0(qr)e^{-qa}dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}.$$

The imaginary part cancelled between $\theta$ and $\pi-\theta$. With $u=\tan\theta$, each half turn contributes $\int_{-\infty}^{\infty}a\,du/(a^2+r^2+a^2u^2)=\pi/\sqrt{a^2+r^2}$, so the result is $1/\sqrt{r^2+a^2}$. The leading term is its limit $a\to0$. Thus

$$\phi(r)=\frac{e}{2\pi\varepsilon_0(k_s+k_o)}\left[\frac1r-(1-\lambda)\sum_{n\ge1}\frac{\lambda^{n-1}}{\sqrt{r^2+4n^2t^2}}\right].$$

These are image charges at distances $2nt$. For $k_o>k_s$, $\lambda$ is negative and the images alternate in sign.

At large $r$ expand $1/\sqrt{r^2+4n^2t^2}\approx1/r-2n^2t^2/r^3$. This needs $r$ large compared with every image distance that matters. For $\lambda$ near 1 about $1/(1-\lambda)=(k_s+k_o)/(2k_o)$ images count, so the condition is $r\gg t\,(1+k_s/k_o)$, which is stricter than $r\gg t$ when $k_s\gg k_o$. Two sums are needed:

$$\sum_{n\ge1}\lambda^{n-1}=\frac1{1-\lambda},\qquad \sum_{n\ge1}n^2\lambda^{n-1}=\frac{d}{d\lambda}\frac{\lambda}{(1-\lambda)^2}=\frac{1+\lambda}{(1-\lambda)^3}.$$

The $1/r$ terms cancel, and the bracket becomes $2t^2(1+\lambda)/[(1-\lambda)^2r^3]$. Inserting $1+\lambda=2k_s/(k_s+k_o)$ and $1-\lambda=2k_o/(k_s+k_o)$ gives

$$\phi(r)\to\frac{e\,k_s\,t^2}{2\pi\varepsilon_0\,k_o^2\,r^3}.$$

From far away the charge and its gate images act as a dipole normal to the interface: along the normal in the semiconductor the potential falls as $et/(2\pi\varepsilon_0k_oz^2)$. This leading dipole term vanishes in the interface plane, which leaves the $1/r^3$ law there.

## (e) Screening by the channel

**Question.** The channel is a thin electron sheet in the plane $z=0$, with areal density $n$ and chemical potential $\mu$. Find the screened kernel $W(q)$, and $D=dn/d\mu$ for one parabolic subband. How does the gate's influence change?

**Solution.** In equilibrium $\mu(n)-e\phi$ is uniform, so a slowly varying potential raises the local $\mu$ by $e\phi$ and the density by $\delta n=De\phi$. The sheet gains $-eD\phi_q$ elementary charges per unit area, and each acts through $U$:

$$W=U-eDU\,W\;\Rightarrow\;W=\frac{U}{1+eDU},\qquad\frac1W=\frac1U+eD .$$

This is linear response, with the long-wave value of $D$ used at all $q$.

With spin and valley degeneracy $g$ and mass $m$, the states per area in $dk$ number $g\,k\,dk/(2\pi)$. From $E=\hbar^2k^2/2m$, $k\,dk=m\,dE/\hbar^2$, so the density of states is $D_0=gm/(2\pi\hbar^2)$. Integrating it with the Fermi function,

$$n=D_0k_BT\ln(1+e^{\mu/k_BT}),\qquad D=\frac{D_0}{1+e^{-\mu/k_BT}}=D_0\left[1-e^{-n/(D_0k_BT)}\right].$$

The last step uses $1+e^{\mu/k_BT}=e^{n/(D_0k_BT)}$.

The ratio of gated to ungated kernels becomes $(1/V+eD)/(1/U+eD)$. Since $1/V<1/U$, adding the same positive $eD$ to both moves the ratio towards 1. At fixed $D$, the gate matters less once the channel screens.

In the Born approximation, scattering by one trap from $\mathbf k$ to $\mathbf k+\mathbf q$ has matrix element $-eW(q)/\text{area}$. Traps at random, uncorrelated positions add their rates, so the rate at given $q$ is proportional to $W^2$.

## (f) Numbers for a thin high-k dielectric

**Question.** Evaluate the kernels for $k_s=12$, $k_o=20$, $t=3$ nm, $n=5\times10^{12}\ \mathrm{cm^{-2}}$, $m=0.2\,m_0$, $g=4$ and $T=300$ K. These are rough, round values in the regime of a silicon channel under hafnium oxide.

**Solution.** The thermal wave number $\sqrt{2mk_BT}/\hbar$ is $0.37\ \mathrm{nm^{-1}}$. Elastic scattering reaches at most $q=2k$, so $q=0.1\ \mathrm{nm^{-1}}$ represents small angles and $0.4\ \mathrm{nm^{-1}}$ middling ones.

With $D_0=1.671\ \mathrm{eV^{-1}nm^{-2}}$ and $k_BT=0.02585$ eV, $n/(D_0k_BT)=0.05/(1.671\times0.02585)=1.16$, and $D=1.146\ \mathrm{eV^{-1}nm^{-2}}$.

At $q=0.1\ \mathrm{nm^{-1}}$, $\coth(0.30)=3.433$ and the bracket is $12+20\times3.433=80.66$. Then

$$U=\frac{1}{0.05526\times0.1\times80.66}=2.24\ \mathrm{V\,nm^2},\qquad W=\frac{2.24}{1+1.146\times2.24}=0.63\ \mathrm{V\,nm^2}.$$

| | $q=0.1$ | $q=0.4$ |
|---|---|---|
| $U$ gated / ungated (V nm²) | 2.24 / 5.65 | 1.26 / 1.41 |
| squared ratio | 0.16 | 0.79 |
| $W$ gated / ungated (V nm²) | 0.63 / 0.76 | 0.52 / 0.54 |
| squared ratio | 0.69 | 0.91 |

With the bare kernel, the gate would cut the small-angle Born rate to 16% of its ungated value. With screening by the ideal sheet at the same $n$ it cuts it only to 69%, and at $q=0.4\ \mathrm{nm^{-1}}$ to 91%. These two percentages belong to a sheet in the plane $z=0$; with the depth profile of (g) they become 43% and 83%, so for a channel of finite depth more of the gate's effect survives screening.

Moving the charge 1 nm into the dielectric lowers the bare kernel from 2.24 to 1.48 V nm² at $q=0.1\ \mathrm{nm^{-1}}$, and from 1.26 to 0.74 V nm² at $0.4\ \mathrm{nm^{-1}}$.

In real space the bare potential is 15 mV at $r=3$ nm, against 30 mV without the gate. At 10 nm it is 0.87 against 9.0 mV. The tail law gives 0.78 mV at 10 nm, about 10% low, but 29 mV at 3 nm, nearly twice the full value: it needs $r$ well beyond $t$.

## (g) How far a real stack departs from the model

**Question.** Which idealizations matter most for these numbers?

**Solution.** Let the channel have a normalized depth profile $p(z)$ that keeps its shape. If $A$ is the trap's bare potential averaged over $p$, and $G_p$ is the kernel $G(z,z')$ averaged over $p$ in both arguments, the argument of (e) gives $W=A/(1+eDG_p)$. I take $p=\tfrac12b^3z^2e^{-bz}$, whose mean depth is $3/b$. For an interface charge

$$A=U\,\frac{b^3}{2}\int_0^\infty z^2e^{-(b+q)z}dz=U\left(\frac{b}{b+q}\right)^3 .$$

The mean depth is set to 1.62 nm, the value for the lowest state of a triangular well with mass $0.9\,m_0$ and the field of half the channel charge.

The table gives each changed kernel divided by the ideal one of (f), as bare, screened.

| Change | $q=0.1$ | $q=0.4$ |
|---|---|---|
| 0.6 nm layer, $k=4$, next to channel | 1.76, 1.14 | 1.61, 1.18 |
| metal screening length 0.05 nm | 1.25, 1.06 | 1.07, 1.03 |
| channel depth | 0.85, 0.69 | 0.56, 0.59 |
| $q$-dependent polarization | 1.00, 1.00 | 1.00, 1.04 |
| these four together | 1.66, 0.96 | 0.91, 0.90 |
| several subbands | 1.00, 0.78 | 1.00, 0.82 |

Silicon devices with hafnium oxide commonly have a thin silicon-oxide layer under the high-k film, which the first row imitates. In the long-wave limit layers add as series capacitors: the layer's $0.6/4$ equals the dielectric's $3/20$, so it doubles $U(0)$. The metal's screening length adds $0.05/1$ in the same way.

Among the single changes in the table, channel depth moves the screened kernel most: to 0.69 and 0.59 of the ideal value, hence the Born rate to about 0.48 and 0.35. At $q=0.1\ \mathrm{nm^{-1}}$ the screened kernel falls more than the bare one. Two effects in (b) compete in $G_p$. With $R<0$, $G(z,z)=C(1+Re^{-2qz})$ grows with depth, while the spread of $p$ lowers the average of $e^{-q|z-z'|}$. At $q=0.1\ \mathrm{nm^{-1}}$, where $R=-0.70$, the first wins: the table's ratios imply $G_p\approx3.0$ V nm² against $U=2.24$ V nm², so the deeper channel screens better. At $q=0.4\ \mathrm{nm^{-1}}$, where $R=-0.33$, the second wins: $G_p\approx1.13$ against $U=1.26$ V nm², and the screened kernel falls less than the bare one.

The four changes together leave 0.96 and 0.90, which reflects cancellation and not small corrections; the single ratios do not simply multiply, since their products are 0.835 and 0.749. The last row is not included in that combination. It uses silicon's two sets of valleys, with rough masses 0.2 and $0.9\,m_0$, and keeps all subbands in the plane $z=0$. With the levels of the triangular well, 41% of the electrons lie above the lowest subband; this share depends on the assumed shape of the well. The upper subbands also lie deeper: in this well the mean depth of all electrons is 2.1 nm, so the depth row, set for the lowest state, understates the effect for them. At these two $q$ a grounded plane 40 nm below the interface changes neither ratio to three decimals. In the long-wave limit it adds $k_s/40=0.30$ to $k_o/t=6.67\ \mathrm{nm^{-1}}$ and lowers the bare kernel by about 4%.

Every row keeps the linear response of (e). That requires $e|\phi|$ to be small compared with $k_BT$ or the chemical potential, which fails close to the trap, where the potential of the ideal model grows as $1/r$; the screened potential energy reaches $k_BT$ at about $r=1.1$ nm. Electrons can gather around a positive trap, but around a negative one their density cannot fall below zero, so the two signs are screened differently. The table does not include this effect, and it need not be small.

**The Born approximation.** Its quality can be judged from the s-wave phase shift $\delta$. Let $R_0=J_0(kr)$ be the free radial wave and $R_1$ the wave in the potential energy $v(r)$. Their radial equations combine to $[r(R_0R_1'-R_1R_0')]'=(2m/\hbar^2)\,v\,r\,R_0R_1$. Outside the potential $R_1\approx J_0-\delta\,Y_0$ for small $\delta$, and $J_0Y_0'-J_0'Y_0=2/(\pi kr)$ with primes denoting $d/d(kr)$. Integrating, with $R_1\approx J_0$ on the right,

$$-\frac{2\delta}{\pi}=\frac{2m}{\hbar^2}\int_0^\infty v\,J_0^2(kr)\,r\,dr .$$

Averaging $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over both directions gives $J_0^2(kr)$, so $2\pi\int vJ_0^2\,r\,dr$ is the mean of the transform of $v$ over scattering angles. That transform is $-eW$, hence $\delta=(m/2\hbar^2)\langle eW\rangle$. For the ideal screened kernel at the zero-temperature Fermi wave number, $0.40\ \mathrm{nm^{-1}}$, this is 0.63 rad. It is not small compared with 1, so Born rates for this example are estimates. Solving the radial equation in the same screened potential gives $+0.82$ rad for an attractive trap and $-0.47$ rad for a repulsive one, with transport cross sections about 1.4 and 0.5 times the Born value.

**Field and leakage.** The channel charge alone produces a dielectric field $en/(\varepsilon_0k_o)=0.45$ MV/cm, well below breakdown fields of roughly a few MV/cm; depletion charge would add to it. For an assumed barrier of 1.5 eV and tunnelling mass $0.2\,m_0$, the semiclassical transmission through 3 nm is about $7\times10^{-8}$ per attempt, so treating the channel as confined is reasonable here.

A static kernel also leaves out the dynamic coupling of channel electrons to polar phonons of the dielectric. That is a separate scattering mechanism, and its size is not estimated here.

## Computed results

```
ks = 12, ko = 20, t = 3.0 nm, T = 300 K
density = 5.0e+12 cm^-2, in-plane mass = 0.2 m0
kT = 25.85 meV; eps0 = 0.05526 e/(V nm)
thermal wave number = 0.368 1/nm
Fermi wave number at T=0 = 0.396 1/nm
D0 = 1.671, D at 300 K = 1.146 1/(eV nm^2)
capacitor limit U(0) = 2.714 V nm^2
largest relative error, Poisson test = 3.0e-05
largest relative error, image series = 1.6e-15
-- q = 0.1 1/nm: qt = 0.30, coth(qt) = 3.4327
ks + ko coth(qt) = 80.655
bare U: gated 2.2435, ungated 5.6547 V nm^2
bare ratio 0.3968, squared 0.1574
screened W: gated 0.6283, ungated 0.7561 V nm^2
screened ratio 0.8311, squared 0.6906
bare, charge 1 nm inside dielectric: 1.4833 V nm^2
-- q = 0.4 1/nm: qt = 1.20, coth(qt) = 1.1995
ks + ko coth(qt) = 35.991
bare U: gated 1.2569, ungated 1.4137 V nm^2
bare ratio 0.8891, squared 0.7905
screened W: gated 0.5151, ungated 0.5396 V nm^2
screened ratio 0.9546, squared 0.9112
bare, charge 1 nm inside dielectric: 0.7395 V nm^2
-- bare potential in the interface plane, mV
r = 1 nm: gated 73.5100, ungated 89.9978, tail law 777.5809
r = 3 nm: gated 15.1782, ungated 29.9993, tail law 28.7993
r = 10 nm: gated 0.8684, ungated 8.9998, tail law 0.7776
r = 30 nm: gated 0.0296, ungated 2.9999, tail law 0.0288
-- neglected effects: new/ideal kernel (bare, screened)
low-k layer 0.6 nm, k = 4; metal screening length 0.05 nm
mean channel depth = 1.62 nm; grounded plane at 40 nm
q = 0.1: low-k layer: 1.755, 1.137
q = 0.1: metal penetration: 1.247, 1.059
q = 0.1: channel depth: 0.854, 0.692
q = 0.1: finite-q polarization: 1.000, 1.003
q = 0.1: grounded plane below: 1.000, 1.000
q = 0.1: many-subband screening: 1.000, 0.783
q = 0.1: first four together: 1.657, 0.962
q = 0.4: low-k layer: 1.611, 1.184
q = 0.4: metal penetration: 1.070, 1.028
q = 0.4: channel depth: 0.556, 0.592
q = 0.4: finite-q polarization: 1.000, 1.039
q = 0.4: grounded plane below: 1.000, 1.000
q = 0.4: many-subband screening: 1.000, 0.815
q = 0.4: first four together: 0.913, 0.900
share of electrons above lowest subband = 0.41
Born s-wave phase, ideal screened kernel = 0.63 rad
dielectric field from channel charge = 0.45 MV/cm
barrier 1.5 eV, mass 0.2 m0: WKB transmission = 7.2e-08
```
